**Bessel-kernel pseudomodulation and the Lorentzian optimum**

The program computes harmonic $n$ of a field-modulated absorption spectrum by multiplying its Fourier transform by $c_n i^n J_n(km)$, where $m$ is the modulation amplitude, $c_0=1$ and $c_n=2$ for $n\ge1$. It asserts that this agrees with direct averages over the modulation cycle for harmonics 0 to 3 of an asymmetric spectrum. For a Lorentzian of half width $\gamma$, it also asserts the closed form of the first harmonic and the laws for its height and width. Two searches, one using the Fourier algorithm and one using the cycle average, place the greatest height at $m=2\gamma$. The peak-to-peak modulation $M=2m$ is then 3.464 times $\Delta$, the peak-to-peak width of the unmodulated derivative, and the recorded line is three times as wide as $\Delta$. In a short window it asserts that the largest error within $m$ of an edge is more than 50 times the largest error farther than $m+\gamma$ from both edges. For a Gaussian the best ratio $M/\Delta$ is 1.864, so the Lorentzian value does not carry over to other lineshapes.

## Numerical check

```python
"""Pseudomodulation of a continuous-wave EPR spectrum with a Bessel kernel.

Result under test: for a(x) = gamma^2/(gamma^2+x^2), modulated as
x -> x + m*cos(theta), the first harmonic has its largest peak-to-peak height
at m = 2*gamma. The peak-to-peak modulation M = 2*m is then 2*sqrt(3) = 3.46
times Delta, the peak-to-peak width of the unmodulated derivative.
Harmonic n has the Fourier transform c_n * i^n * J_n(k*m) * A(k), where A(k)
is the transform of a(x), c_0 = 1 and c_n = 2 for n >= 1.
x: Zeeman energy offset; gamma: half width at half height; m: amplitude.
Numerical work uses gamma as the unit of x; printed energies are in eV.
"""
import numpy as np
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize, minimize_scalar
from scipy.special import jv


def lorentzian(x):
    return 1.0 / (1.0 + x**2)


def gaussian(x):
    return np.exp(-0.5 * x**2)


def pseudomodulate(samples, step, amplitude, harmonic):
    """Harmonic of a uniformly sampled spectrum, by the Bessel kernel."""
    k = 2 * np.pi * np.fft.rfftfreq(len(samples), step)
    factor = 1 if harmonic == 0 else 2
    kernel = factor * 1j**harmonic * jv(harmonic, k * amplitude)
    return np.fft.irfft(kernel * np.fft.rfft(samples), len(samples))


def cycle_harmonic(shape, x, amplitude, harmonic, points=720):
    """The same harmonic from its definition, an average over one cycle."""
    theta = 2 * np.pi * (np.arange(points) + 0.5) / points
    shifted = np.asarray(x)[..., None] + amplitude * np.cos(theta)
    factor = 1 if harmonic == 0 else 2
    return factor * np.mean(shape(shifted) * np.cos(harmonic * theta), axis=-1)


def closed_first_harmonic(x, amplitude):
    s = 1 + 1j * x
    return -(2 / amplitude) * np.imag(s / np.sqrt(s**2 + amplitude**2))


number = 16384
step = 0.025
axis = (np.arange(number) - number // 2) * step
central = np.abs(axis) < 14


def height_and_width(samples, amplitude):
    """Peak-to-peak height and width of the Fourier first harmonic."""
    output = pseudomodulate(samples, step, amplitude, 1)
    spline = CubicSpline(axis[central], output[central])
    extrema = spline.derivative().roots(extrapolate=False)
    values = spline(extrema)
    high, low = np.argmax(values), np.argmin(values)
    return values[high] - values[low], extrema[low] - extrema[high]


def fourier_optimum(samples):
    found = minimize_scalar(lambda m: -height_and_width(samples, m)[0],
                            bounds=(0.5, 5), method="bounded",
                            options={"xatol": 1e-7})
    return found.x


def cycle_optimum(shape):
    """Joint search over position and amplitude, without any transform."""
    found = minimize(lambda p: float(cycle_harmonic(shape, p[0], p[1], 1)),
                     [1.0, 1.0], method="Nelder-Mead",
                     options={"xatol": 1e-8, "fatol": 1e-14, "maxiter": 2000})
    assert found.success
    return found.x[0], found.x[1], -found.fun


# Bessel kernel against cycle average, on an asymmetric spectrum
def asymmetric(x):
    return lorentzian(x) + 0.4 * gaussian(x - 3)


subset = np.where(np.abs(axis) < 40)[0][::8]
kernel_error = 0.0
for harmonic in range(4):
    for amplitude in (0.3, 2.0, 5.0):
        fast = pseudomodulate(asymmetric(axis), step, amplitude, harmonic)
        direct = cycle_harmonic(asymmetric, axis[subset], amplitude, harmonic)
        kernel_error = max(kernel_error, np.max(np.abs(fast[subset] - direct)))
assert kernel_error < 1e-7

# Small modulation gives the ordinary derivative times the amplitude
small = 1e-3
absorption = lorentzian(axis)
slope = pseudomodulate(absorption, step, small, 1) / small
true_slope = -2 * axis / (1 + axis**2)**2
assert np.max(np.abs(slope - true_slope)[central]) < 1e-5

# Closed form against cycle average
closed_error = 0.0
for amplitude in (0.3, 2.0, 5.0):
    direct = cycle_harmonic(lorentzian, axis[subset], amplitude, 1)
    closed = closed_first_harmonic(axis[subset], amplitude)
    closed_error = max(closed_error, np.max(np.abs(direct - closed)))
assert closed_error < 1e-10

# Unmodulated width and optimum, each from the Fourier algorithm
small_height, delta = height_and_width(absorption, small)
assert abs(delta - 2 / np.sqrt(3)) < 2e-4
best_m = fourier_optimum(absorption)
best_height, best_width = height_and_width(absorption, best_m)
best_ratio = 2 * best_m / delta
# The maximum is flat, so interpolation error limits its position
assert abs(best_m - 2) < 5e-3
assert abs(best_ratio - 2 * np.sqrt(3)) < 1e-2
assert abs(best_height - 1) < 1e-5
assert abs(best_width / delta - 3) < 1e-2

# Independent optimum from the definition
cycle_x, cycle_m, cycle_peak = cycle_optimum(lorentzian)
assert abs(cycle_m - 2) < 1e-5
assert abs(cycle_x - np.sqrt(3)) < 1e-5
assert abs(cycle_peak - 0.5) < 1e-9

# Height and width laws against the Fourier output
rows = []
for ratio in (0.1, 0.5, 1.0, 2.0, 2 * np.sqrt(3), 4 * np.sqrt(3)):
    m = ratio / np.sqrt(3)
    height, width = height_and_width(absorption, m)
    u = np.sqrt(4 + ratio**2) - 1
    predicted = 2 * np.sqrt(9 * (u - 1) / (4 * u * (u + 3)))
    assert abs(height / predicted - 1) < 1e-4
    assert abs(width / delta - u) < 1e-3
    rows.append((ratio, height, small_height * m / small, width / delta))

# A short window with unequal ends: error near the edges and inside
short_step = 0.05
short_axis = -20 + short_step * np.arange(800)
short_m = 2.0


def displaced(x):
    return lorentzian(x - 10)


short_output = pseudomodulate(displaced(short_axis), short_step, short_m, 1)
short_error = np.abs(short_output
                     - cycle_harmonic(displaced, short_axis, short_m, 1))
edge_distance = np.minimum(short_axis + 20, 20 - short_axis)
edge_error = np.max(short_error[edge_distance < short_m])
inner_error = np.max(short_error[edge_distance > short_m + 1])
assert edge_error > 50 * inner_error

# The ratio is a property of the lineshape: Gaussian comparison
gaussian_samples = gaussian(axis)
gaussian_delta = height_and_width(gaussian_samples, small)[1]
gaussian_m = fourier_optimum(gaussian_samples)
gaussian_ratio = 2 * gaussian_m / gaussian_delta
assert abs(gaussian_m - cycle_optimum(gaussian)[1]) < 5e-3
assert gaussian_ratio < 0.7 * best_ratio

# Worked example, with the field conversion made in two unit systems
gamma_ev = 1.0e-8
modulation_ev = 2 * cycle_m * gamma_ev
g_factor = abs(constants.value("electron g factor"))
field = modulation_ev / (g_factor * constants.value("Bohr magneton in eV/T"))
energy_au = modulation_ev / constants.value("Hartree energy in eV")
field_au = 2 * energy_au / g_factor
field_check = field_au * constants.value("atomic unit of mag. flux density")
assert abs(field / field_check - 1) < 1e-7

print("MODEL LINE AND GRID")
print(f"half width gamma = {gamma_ev:.3e} eV")
print(f"derivative peak-to-peak width Delta = {delta * gamma_ev:.4e} eV")
print(f"number of samples = {number} (dimensionless)")
print(f"sample spacing = {step * gamma_ev:.3e} eV")
print(f"full window = {number * step * gamma_ev:.4e} eV")
print("CHECKS OF THE ALGORITHM (absorption maximum = 1)")
print(f"largest kernel minus cycle-average error = {kernel_error:.1e}")
print(f"largest closed-form minus cycle-average error = {closed_error:.1e}")
print("OPTIMUM FROM THE FOURIER ALGORITHM")
print(f"best amplitude m/gamma = {best_m:.3f} (dimensionless)")
print(f"best peak-to-peak modulation M/Delta = {best_ratio:.3f}")
print(f"peak-to-peak height / absorption maximum = {best_height:.4f}")
print(f"recorded width / Delta = {best_width / delta:.3f}")
print("OPTIMUM FROM THE CYCLE AVERAGE")
print(f"best amplitude m/gamma = {cycle_m:.5f} (dimensionless)")
print(f"peak position x/gamma = {cycle_x:.5f} (dimensionless)")
print(f"one-sided peak / absorption maximum = {cycle_peak:.6f}")
print(f"best amplitude m = {cycle_m * gamma_ev:.4e} eV")
print(f"best peak-to-peak modulation M = {modulation_ev:.4e} eV")
print(f"free-electron g factor = {g_factor:.6f} (dimensionless)")
print(f"the same M as a magnetic field = {field * 1e3:.4f} mT")
print("TABLE (all dimensionless; heights in absorption maxima)")
print("M/Delta   height   linear prediction   width/Delta")
for ratio, height, linear, broadening in rows:
    print(f"{ratio:7.3f}  {height:7.4f}  {linear:12.4f}  {broadening:15.3f}")
print("SHORT WINDOW (absorption maximum = 1)")
print(f"window length / gamma = {800 * short_step:.1f} (dimensionless)")
print(f"amplitude m/gamma = {short_m:.1f} (dimensionless)")
print(f"largest error within m of an edge = {edge_error:.1e}")
print(f"largest error farther than m+gamma inside = {inner_error:.1e}")
print("GAUSSIAN COMPARISON")
print(f"best peak-to-peak modulation M/Delta = {gaussian_ratio:.3f}")
print("ALL CHECKS PASSED")
```

It prints:

```
MODEL LINE AND GRID
half width gamma = 1.000e-08 eV
derivative peak-to-peak width Delta = 1.1547e-08 eV
number of samples = 16384 (dimensionless)
sample spacing = 2.500e-10 eV
full window = 4.0960e-06 eV
CHECKS OF THE ALGORITHM (absorption maximum = 1)
largest kernel minus cycle-average error = 1.0e-14
largest closed-form minus cycle-average error = 8.3e-16
OPTIMUM FROM THE FOURIER ALGORITHM
best amplitude m/gamma = 2.000 (dimensionless)
best peak-to-peak modulation M/Delta = 3.464
peak-to-peak height / absorption maximum = 1.0000
recorded width / Delta = 3.000
OPTIMUM FROM THE CYCLE AVERAGE
best amplitude m/gamma = 2.00000 (dimensionless)
peak position x/gamma = 1.73205 (dimensionless)
one-sided peak / absorption maximum = 0.500000
best amplitude m = 2.0000e-08 eV
best peak-to-peak modulation M = 4.0000e-08 eV
free-electron g factor = 2.002319 (dimensionless)
the same M as a magnetic field = 0.3451 mT
TABLE (all dimensionless; heights in absorption maxima)
M/Delta   height   linear prediction   width/Delta
  0.100   0.0749        0.0750            1.002
  0.500   0.3584        0.3750            1.062
  1.000   0.6370        0.7500            1.236
  2.000   0.9190        1.5000            1.828
  3.464   1.0000        2.5981            3.000
  6.928   0.9054        5.1961            6.211
SHORT WINDOW (absorption maximum = 1)
window length / gamma = 40.0 (dimensionless)
amplitude m/gamma = 2.0 (dimensionless)
largest error within m of an edge = 8.3e-03
largest error farther than m+gamma inside = 4.1e-06
GAUSSIAN COMPARISON
best peak-to-peak modulation M/Delta = 1.864
ALL CHECKS PASSED
```
